# Zero-field splitting and resonance fields of a quintet from two parallel triplets

## Question

I have two identical triplet excitations on neighbouring molecules with parallel axes. They are strongly exchange coupled, and I want the EPR spectrum of the total-spin-2 state. I am supposed to show that its zero-field parameter $D$ is one third of the monomer value, "plus the intertriplet dipolar part".

I can't get the third. Both triplets have the same zero-field energy operator, so adding them seems to give $2D_T$, not $D_T/3$. I also don't know whether the dipolar coupling is added whole or with some factor, or what happens if the line joining the molecules is not along the $z$ axis of the triplets.

As a concrete case I took $D_T=1200$ MHz, $E_T=0$, an exchange constant of 1000 GHz, a separation of 0.8 nm along $x$, and a 9.5 GHz spectrometer. Where are the four quintet lines for a field along $x$, $y$ and $z$, and how would I tell them from ordinary triplet lines?

## Answer

Your addition of the energies is sound. The factor appears when the summed energy is rewritten in terms of the total spin, because $S_z^2$ is larger for spin 2 than for spin 1. The dipolar tensor gets a factor too, so the statement you were given is best read as a relation between tensors.

### The model

All energies are written as frequencies, and $\gamma=g\mu_B/h$. With $S_A=S_B=1$,

$$H=J\,\mathbf S_A\!\cdot\!\mathbf S_B+\mathbf S_A\!\cdot\!\mathsf D_T\!\cdot\!\mathbf S_A+\mathbf S_B\!\cdot\!\mathsf D_T\!\cdot\!\mathbf S_B+\mathbf S_A\!\cdot\!\mathsf T\!\cdot\!\mathbf S_B+\gamma\,\mathbf B\!\cdot\!(\mathbf S_A+\mathbf S_B).$$

The tensors $\mathsf D_T$ and $\mathsf T$ are symmetric and traceless, and both sites have the same isotropic $g$. For any such zero-field tensor I use $D=\tfrac32 D_{zz}$ and $E=\tfrac12(D_{xx}-D_{yy})$.

Let $\mathbf S=\mathbf S_A+\mathbf S_B$. Squaring gives $\mathbf S_A\cdot\mathbf S_B=\tfrac12[S(S+1)-4]$, so the exchange energies are

$$E_{S=2}=J,\qquad E_{S=1}=-J,\qquad E_{S=0}=-2J.$$

"Strongly coupled" means that these gaps far exceed the anisotropic terms. To first order we then need only the part of those terms that acts inside the $S=2$ level.

### Where the third comes from

Inside a level of fixed $S$, the Wigner–Eckart theorem makes all symmetric traceless second-rank spin operators proportional to the one built from $\mathbf S$. One nonzero matrix element therefore fixes each factor. Take the stretched state $|S{=}2,m{=}2\rangle=|1\rangle_A|1\rangle_B$ and the $zz$ components with their traces removed.

- Total spin: $S_z^2-\tfrac13S(S+1)=4-2=2$.
- One site: $S_{Az}^2-\tfrac13\cdot 2=1-\tfrac23=\tfrac13$.
- Cross term: $S_{Az}S_{Bz}-\tfrac13\mathbf S_A\cdot\mathbf S_B=1-\tfrac13=\tfrac23$, since $\mathbf S_A\cdot\mathbf S_B=1$ in the quintet.

Dividing by the first line gives $1/6$ for each site and $1/3$ for the cross term. The subtracted traces drop out when contracted with a traceless tensor. For arbitrary site tensors,

$$\mathsf D_Q=\tfrac16(\mathsf D_A+\mathsf D_B)+\tfrac13\mathsf T,$$

and for two equal parallel tensors

$$\boxed{\mathsf D_Q=\tfrac13\mathsf D_T+\tfrac13\mathsf T.}$$

As a check, replace all three tensors by $\mathsf X,\mathsf X,2\mathsf X$. The operator is then $\mathbf S\cdot\mathsf X\cdot\mathbf S$, and the factors add to $\tfrac16+\tfrac16+\tfrac23=1$, as they must.

This also locates your $2D_T$. In the stretched state each triplet contributes $D_T/3$, so the sum is $2D_T/3$, twice the monomer energy. A spin-2 Hamiltonian $D_Q(S_z^2-2)$ gives $2D_Q$ in that state. Equating them yields $D_Q=D_T/3$.

### The dipolar part

Each magnetic moment is $-g\mu_B\mathbf S$; the two minus signs cancel in the interaction. For point dipoles separated by $r$ along the unit vector $\hat{\mathbf r}$,

$$\mathsf T=k\,(\mathsf 1-3\hat{\mathbf r}\hat{\mathbf r}),\qquad k=\frac{\mu_0g^2\mu_B^2}{4\pi h r^3}.$$

If $\theta$ is the angle between $\hat{\mathbf r}$ and $z$, then $T_{zz}=k(1-3\cos^2\theta)$. The contribution to $D_Q$ is $\tfrac32\cdot\tfrac13T_{zz}$, so

$$D_Q=\frac{D_T}{3}+\frac k2(1-3\cos^2\theta).$$

For an oblique $\hat{\mathbf r}$ this is the $zz$ part in the monomer axes, not the whole answer: $\mathsf T$ then has off-diagonal elements, which tilt the principal axes of $\mathsf D_Q$. Two simple cases have no tilt.

- **Separation along $z$:** $\mathsf T=k\,\mathrm{diag}(1,1,-2)$, which gives $D_Q=D_T/3-k$ and $E_Q=0$.
- **Separation along $x$:** $\mathsf T=k\,\mathrm{diag}(-2,1,1)$, which gives $D_Q=D_T/3+k/2$ and $E_Q=\tfrac12\cdot\tfrac13(-2k-k)=-k/2$.

The second case is yours. Two axial triplets produce a rhombic quintet because the separation singles out a direction perpendicular to their common axis.

The projection did not use the dipolar origin of $\mathsf T$. Any symmetric traceless anisotropic exchange enters with the same factor $1/3$. If it is present, a measured $\mathsf D_Q$ together with a known $\mathsf D_T$ gives only its sum with the dipolar tensor, $3\mathsf D_Q-\mathsf D_T$, and the distance cannot be read from that sum alone.

### Your parameters at zero field

At $r=0.8$ nm, $k=101.6$ MHz. Therefore

$$D_Q=400.0+50.8=450.8\ \text{MHz},\qquad E_Q=-50.8\ \text{MHz}.$$

Divided by $\gamma=28.025$ MHz/mT, these are 16.09 mT and $-1.81$ mT. The principal values of $\mathsf D_Q$ are $-201.1$, $-99.5$ and $300.5$ MHz along $x,y,z$. Had the separation been along $z$, $D_Q$ would have been $400.0-101.6=298.4$ MHz, so the geometry matters.

The zero-field levels follow from

$$H_Q=D_Q(S_z^2-2)+\tfrac12E_Q(S_+^2+S_-^2).$$

The states $m=\pm1$ have diagonal energy $-D_Q$. Since $\langle1|S_+^2|{-1}\rangle=6$, they are coupled by $3E_Q$ and split into $-D_Q\pm3E_Q$.

For the other three states, $\langle2|S_+^2|0\rangle=\sqrt{24}$, so $m=0$ is coupled to each of $m=\pm2$ by $\sqrt6E_Q$. The odd combination of $m=\pm2$ decouples and stays at $2D_Q$. The even combination couples to $m=0$ with strength $\sqrt2\cdot\sqrt6E_Q=2\sqrt3E_Q$. Their diagonal energies are $\pm2D_Q$, so they give $\pm2\sqrt{D_Q^2+3E_Q^2}$.

Measured from the exchange energy $J$, the five levels are $-918.7$, $-603.3$, $-298.4$, $901.6$ and $918.7$ MHz. Diagonalizing the full nine-state Hamiltonian changes them by at most 0.38 MHz. The difference halves when $J$ is doubled, as expected for second-order mixing between exchange levels.

### How good is the isolated quintet?

Swapping the two sites leaves this $H$ unchanged. The $S=2$ and $S=0$ states are even under the swap and the $S=1$ states are odd, so the quintet cannot mix with the triplet. It can mix with the singlet.

To find the size, take the axial case with $\mathsf T=0$. Write $|m_A,m_B\rangle$ for the site states:

$$|2,0\rangle=\frac{|1,-1\rangle+2|0,0\rangle+|{-1},1\rangle}{\sqrt6},$$

$$|0,0\rangle_{S=0}=\frac{|1,-1\rangle-|0,0\rangle+|{-1},1\rangle}{\sqrt3}.$$

The anisotropy $D_T(S_{Az}^2+S_{Bz}^2-\tfrac43)$ equals $\tfrac23D_T$ on the outer two product states and $-\tfrac43D_T$ on the middle one. Its matrix element is

$$\frac{D_T}{\sqrt{18}}\left[\frac23+2(-1)\left(-\frac43\right)+\frac23\right]=\frac{4D_T}{\sqrt{18}}=\frac{2\sqrt2}{3}D_T.$$

The quintet lies $3J$ above the singlet, so the $m=0$ level shifts by

$$\Delta_0=\frac{(8/9)D_T^2}{3J}=\frac{8D_T^2}{27J}.$$

This is 0.427 MHz here, and diagonalization gives the same value to this precision. For $J<0$ the order of the levels and the sign of the shift reverse.

### Resonance fields to first order

Let the field point along a unit vector $\mathbf n$, and let $p,q$ be two perpendicular directions. When the Zeeman energy dominates $\mathsf D_Q$, quantize $\mathbf S$ along $\mathbf n$. In a state $m$,

$$\langle S_n^2\rangle=m^2,\qquad \langle S_p^2\rangle=\langle S_q^2\rangle=\tfrac12(6-m^2),$$

and the symmetrized cross products have zero diagonal elements. Tracelessness gives $D_{pp}+D_{qq}=-D_{nn}$. The diagonal anisotropy is therefore

$$D_{nn}m^2-\tfrac12D_{nn}(6-m^2)=d\,(m^2-2),\qquad d=\tfrac32\,\mathbf n\cdot\mathsf D_Q\cdot\mathbf n.$$

Since $(m+1)^2-m^2=2m+1$, the transition $m\leftrightarrow m+1$ at spectrometer frequency $\nu$ obeys

$$\nu=\gamma B+(2m+1)d,\qquad B=\frac{\nu-(2m+1)d}{\gamma}.$$

The four lines are displaced from $\nu/\gamma$ by $\pm d/\gamma$ and $\pm3d/\gamma$. For the oblique direction $(1,2,2)/3$, the law was compared with diagonalization of the five-level spin-2 Hamiltonian $\mathbf S\cdot\mathsf D_Q\cdot\mathbf S+\gamma\mathbf B\cdot\mathbf S$, which leaves out the singlet. Its largest error, expressed as $\gamma$ times the field error, falls from 7.4 MHz at 95 GHz to 0.74 MHz at 950 GHz, as expected for a neglected term proportional to $1/\nu$. In the nine-state model the singlet mixing adds shifts that scale as $D_T^2/J$, about 0.1 to 0.2 MHz for this direction at both frequencies. They do not fall with $\nu$ while $\gamma B$ stays below about $J$, and they grow near the level crossing described in the last section.

### The second-order correction

At 9.5 GHz that term is visible. Let the field lie along a principal axis, and let $\delta=D_p-D_q$ be the difference of the other two principal values. Because $S_p^2-S_q^2=\tfrac12(S_+^2+S_-^2)$, the off-diagonal anisotropy is

$$\tfrac14\delta\,(S_+^2+S_-^2).$$

It connects $m$ with $m\pm2$. The squared elements of $S_+^2$ are 24 for $-2\to0$ and $0\to2$, and 36 for $-1\to1$. The squared couplings are thus $\tfrac{24}{16}\delta^2=\tfrac32\delta^2$ and $\tfrac{36}{16}\delta^2=\tfrac94\delta^2$, while the Zeeman separation is $2\gamma B$. The level shifts are

$$\Delta E_{\pm2}=\pm\frac{3\delta^2}{4\gamma B},\qquad \Delta E_{\pm1}=\pm\frac{9\delta^2}{8\gamma B},\qquad \Delta E_0=0.$$

The last one vanishes because the repulsions from above and below cancel. Taking differences, the outer transitions shift by $(\tfrac34-\tfrac98)\delta^2/\gamma B=-\tfrac38\delta^2/\gamma B$ and the inner ones by $+\tfrac98\delta^2/\gamma B$. In this small term $\gamma B$ can be replaced by $\nu$, so

$$B=\frac1\gamma\left[\nu-(2m+1)d-c\,\frac{\delta^2}{\nu}\right],\qquad c=\begin{cases}-3/8&\text{outer}\\ \ \ 9/8&\text{inner.}\end{cases}$$

### Your twelve lines

For $\mathbf B\parallel x$, $d=\tfrac32(-201.1)=-301.6$ MHz and $\delta=-99.5-300.5=-400.0$ MHz. For the line $-1\leftrightarrow0$, $2m+1=-1$, and

$$B=\frac{9500-301.6-\frac98\cdot\frac{400.0^2}{9500}}{28.025}=\frac{9500-301.6-18.9}{28.025}=327.5\ \text{mT}.$$

Along $y$, $d=-149.2$ MHz and $\delta=-501.6$ MHz. Along $z$, $d=450.8$ MHz and $\delta=-101.6$ MHz. The second-order predictions in mT are:

| Transition | $B\parallel x$ | $B\parallel y$ | $B\parallel z$ |
|---|---:|---:|---:|
| $-2\leftrightarrow-1$ | 306.9 | 323.4 | 387.3 |
| $-1\leftrightarrow0$ | 327.5 | 332.6 | 355.0 |
| $0\leftrightarrow1$ | 349.1 | 343.2 | 322.9 |
| $1\leftrightarrow2$ | 371.5 | 355.3 | 290.7 |

Compared with diagonalization of all nine states, the largest error in these twelve fields is 0.06 mT; with the first-order law it is 1.09 mT. The numerical output gives the individual values.

The order of the transitions reverses between $z$ and the other two axes because $d$ changes sign. Reversing the sign of the whole tensor $\mathsf D_Q$ would exchange the labels within each pair but leave the set of positions unchanged at this order. Line positions alone therefore do not give the sign of $D_Q$ here.

### Telling quintet from triplet

For one triplet with $\mathbf B\parallel z$, the energies are $\gamma Bm+D_T(m^2-\tfrac23)$, and the lines lie at $(\nu\pm D_T)/\gamma$. Without $\mathsf T$, the outer quintet lines lie at $(\nu\pm3D_T/3)/\gamma$, which are the same fields: 381.8 and 296.2 mT. Singlet mixing does not spoil this coincidence, because for this orientation $m$ is conserved and the singlet can mix only with $m=0$.

The inner lines, at 353.2 and 324.7 mT, are the new feature. Their separation is $2(D_T/3-\Delta_0)/\gamma$. Relative to the triplet separation $2D_T/\gamma$ this is $(400-0.427)/1200=0.3330$, slightly below one third.

In your geometry, for $\mathbf B\parallel z$, the dipolar term moves each outer line outwards by $3\times50.8/28.025=5.4$ mT, which lifts the coincidence. A different direction of separation could move them inwards, so position is not a safe label by itself. The $S=1$ level of the pair, if populated, also gives triplet lines: for $\mathbf B\parallel z$ they coincide with the monomer lines when $\mathsf T=0$ and lie at 376.3 and 301.6 mT in your geometry. They have the same ideal transition moment as a monomer triplet.

The transition moment is a better one. For a microwave field perpendicular to the static field, and with the Zeeman energy large enough that the states are pure $m$ states,

$$|\langle m+1|S_\perp|m\rangle|=\tfrac12\sqrt{S(S+1)-m(m+1)}.$$

This gives $\sqrt2/2$ for the triplet, $1$ for the outer quintet lines and $\sqrt6/2$ for the inner ones. The ratios to the triplet are $\sqrt2$ and $\sqrt3$, and the nine-state calculation for $\mathbf B\parallel z$ without $\mathsf T$ reproduces them. When $\delta\neq0$, the mixing of $m$ with $m\pm2$ changes the moments by relative amounts of order $\delta/\nu$. If a pulse drives one resolved transition on resonance, its nutation frequency is proportional to this moment, so the quintet lines nutate faster at the same microwave amplitude. Line intensities also depend on the level populations, which this Hamiltonian does not determine.

### When the result fails

If $|J|$ is comparable with $D_T$ or $k$, the quintet is no longer well separated from the singlet. The two can then mix strongly, and the nine-state problem must be solved. The three states that are odd under the swap remain pure $S=1$ states as long as the triplets are equal and parallel. A field close to a quintet–singlet level crossing also undoes the separation. For $J>0$, the $m=-2$ quintet level meets the singlet when $J-2\gamma B=-2J$, or $\gamma B=3J/2$. For $J<0$ the $m=+2$ level crosses at $\gamma B=3|J|/2$. For your $J$ this is about 54 T, far above the 9.5 GHz resonance fields of the table, and the mixing there is confined to a window less than 0.1 T wide. For weaker exchange the crossing reaches the spectrum itself: at 9.5 GHz it does so near $|J|\approx2\nu/3\approx6$ GHz, about five times $D_T$. With your $D_T$ and $\mathsf T$, the lines already depart from the isolated-quintet positions by about 1 mT at $|J|=12$ GHz and 3 mT at $J=8$ GHz.

If the molecules are unequal or not parallel, use the general formula with $\mathsf D_A$ and $\mathsf D_B$. It remains the first-order result, but the swap symmetry is lost and quintet–triplet mixing becomes possible. Finally, treating each triplet as a point is a weak approximation when its spatial extent is comparable with $r$. In that case $\mathsf T$ should be averaged over the spin distributions; its weight of $1/3$ in $\mathsf D_Q$ stays the same.

## Numbers as computed

```
monomer D_T = 1200.0 MHz, E_T = 0 MHz
exchange J = 1000.0 GHz
distance r = 0.80 nm, along x
microwave frequency = 9.500 GHz
g factor = 2.002319
g muB/h = 28.02495 MHz/mT
center field h nu/(g muB) = 338.984 mT
dipolar constant k = 101.643 MHz
D_T/3 = 400.000 MHz
dipolar part of D_Q = 50.821 MHz
D_Q = 450.821 MHz = 16.086 mT
E_Q = -50.821 MHz = -1.813 mT
principal values DQ x,y,z (MHz): [-201.095  -99.452  300.548]
zero-field levels, formula (MHz): [-918.669 -603.285 -298.357  901.643  918.669]
zero-field levels, nine states (MHz): [-918.29  -603.285 -298.357  901.643  918.669]
largest zero-field level error = 0.379 MHz
same error with J doubled = 0.190 MHz
axial m=0 mixing shift, computed = 0.4268 MHz
axial m=0 mixing shift, formula = 0.4267 MHz
line order: m = -2/-1, -1/0, 0/1, 1/2
B along x: d = -301.643 MHz, delta = -400.000 MHz
  first-order fields (mT): [306.694 328.22  349.747 371.274]
  second-order fields (mT): [306.919 327.544 349.071 371.499]
  nine-state fields (mT): [306.98  327.581 349.039 371.448]
B along y: d = -149.179 MHz, delta = -501.643 MHz
  first-order fields (mT): [323.014 333.661 344.307 354.953]
  second-order fields (mT): [323.369 332.597 343.243 355.307]
  nine-state fields (mT): [323.413 332.62  343.22  355.265]
B along z: d = 450.821 MHz, delta = -101.643 MHz
  first-order fields (mT): [387.243 355.07  322.897 290.724]
  second-order fields (mT): [387.257 355.026 322.854 290.739]
  nine-state fields (mT): [387.253 355.01  322.871 290.745]
largest first-order field error = 1.087 mT
largest second-order field error = 0.061 mT
oblique first-order error, 95 GHz = 7.3991 MHz
oblique first-order error, 950 GHz = 0.7384 MHz
monomer triplet lines, B along z (mT): [381.803 296.165]
quintet lines without T, B along z (mT): [381.803 353.241 324.726 296.165]
inner quintet / triplet separation = 0.33298
quintet/triplet transition moments: [1.4142 1.7321 1.7321 1.4142]
```
